# Why the same U means different things at different sphere radii: verification in Python

```python
"""
Result under test: in LAPW+U the occupation is the charge inside a sphere of
radius R. An orbital with inside fraction q(R) and electron number f has n = f*q,
and the potential U*(1/2 - n), confined to the sphere, moves its level by
U*q*(1/2 - f*q) to first order. The filled-empty splitting is U*q^2, not U.

Symbols: U effective on-site parameter, R sphere radius, zeta orbital decay
constant, q inside fraction, f electrons in the orbital, n sphere occupation.
Model: l = 2 electron in -Z/r with Z = 3*zeta; lowest state u ~ r^3 exp(-zeta r).
Atomic units inside the program, eV and angstrom in the printed output.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10

zeta_A = 5.5                      # 1/angstrom
U_eV = 5.0
radii_A = [0.8, 1.0, 1.2]
zeta = zeta_A * BOHR
Z = 3 * zeta
lam = 1.3 * zeta                  # basis decay differs from that of the orbital
NBAS = 26


def basis(r):
    """Orthonormal Laguerre functions for l = 2 and their derivatives."""
    x = 2 * lam * r
    values, slopes = [], []
    for k in range(NBAS):
        norm = math.exp(0.5 * (7 * math.log(2 * lam)
                               + gammaln(k + 1) - gammaln(k + 7)))
        poly = eval_genlaguerre(k, 6, x)
        lower = eval_genlaguerre(k - 1, 7, x) if k > 0 else 0 * x
        damp = norm * np.exp(-lam * r)
        values.append(damp * r**3 * poly)
        slopes.append(damp * r**2 * ((3 - lam * r) * poly - x * lower))
    return np.array(values), np.array(slopes)


def gauss(a, b, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * t + 0.5 * (b + a), 0.5 * (b - a) * w


r, w = gauss(0.0, 25.0, 400)
B, D = basis(r)
assert np.allclose((B * w) @ B.T, np.eye(NBAS), atol=1e-9)
h0 = 0.5 * (D * w) @ D.T + (B * (w * (3 / r**2 - Z / r))) @ B.T
levels, vectors = eigh(h0)
e0, c0 = levels[0], vectors[:, 0]
assert abs(e0 + Z**2 / 18) < 1e-8


def sphere_matrix(R_A):
    rs, ws = gauss(0.0, R_A / BOHR, 120)
    Bs, _ = basis(rs)
    return (Bs * ws) @ Bs.T


def q_closed(R_A):
    x = 2 * zeta_A * R_A
    return 1 - math.exp(-x) * sum(x**k / math.factorial(k) for k in range(7))


def shift_formula(U, f, q):
    return U * q * (0.5 - f * q)


def self_consistent(U, f, R_A, scale=1.0):
    """Level shift, occupation, total-energy change (eV) with relaxed orbital.
    scale divides the sphere operator; scale = 1 is the usual occupation."""
    S = sphere_matrix(R_A) / scale
    c, n = c0, f * (c0 @ S @ c0)
    for _ in range(200):
        e, v = eigh(h0 + U / HARTREE * (0.5 - n) * S)
        c = v[:, 0]
        n_new = f * (c @ S @ c)
        change = abs(n_new - n)
        n = n_new
        if change < 1e-13:
            break
    assert change < 1e-12
    energy = f * (c @ h0 @ c - e0) * HARTREE + 0.5 * U * (n - n * n)
    return (e[0] - e0) * HARTREE, n, energy


# Inside fraction: diagonalized orbital against the closed expression
for R in radii_A + [0.5]:
    assert abs(c0 @ sphere_matrix(R) @ c0 - q_closed(R)) < 1e-8

# Potential operator: numerical variation of the energy with the orbital
S = sphere_matrix(0.8)
f_part = 0.7
direction = np.random.default_rng(1).normal(size=NBAS)


def correction(c, f):
    n = f * (c @ S @ c)
    return 0.5 * U_eV * (n - n * n)


step = 1e-5
numeric = (correction(c0 + step * direction, f_part)
           - correction(c0 - step * direction, f_part)) / (2 * step)
n_part = f_part * (c0 @ S @ c0)
operator = 2 * f_part * U_eV * (0.5 - n_part) * (direction @ S @ c0)
assert abs(numeric - operator) < 1e-6

# Slope and curvature of the energy in the electron number, fixed orbital
d = 1e-3
E_minus, E_mid, E_plus = [correction(c0, f_part + s) for s in (-d, 0, d)]
q08 = q_closed(0.8)
slope = (E_plus - E_minus) / (2 * d)
curvature = (E_plus - 2 * E_mid + E_minus) / d**2
assert abs(slope - shift_formula(U_eV, f_part, q08)) < 1e-6
assert abs(curvature + U_eV * q08**2) < 1e-6

print(f"Orbital decay constant zeta = {zeta_A:.1f} 1/angstrom")
print(f"Mean orbital radius = {(c0 @ ((B * (w * r)) @ B.T) @ c0) * BOHR:.3f} angstrom")
print(f"U = {U_eV:.1f} eV")
print(f"Curvature of E_U in f at R = 0.8 angstrom = {curvature:.3f} eV")

# Level shifts and energy penalty: first order against self-consistency
for R in radii_A:
    q = q_closed(R)
    filled, empty = shift_formula(U_eV, 1, q), shift_formula(U_eV, 0, q)
    sc_filled, sc_n, sc_energy = self_consistent(U_eV, 1, R)
    sc_empty, _, _ = self_consistent(U_eV, 0, R)
    penalty = U_eV * q * (1 - q) / 2
    assert abs(sc_filled - filled) < 0.08      # second order in U is left out
    assert abs(sc_empty - empty) < 0.08
    assert abs(sc_empty - sc_filled - U_eV * q**2) < 0.08
    assert -0.03 < sc_energy - penalty < 1e-9  # relaxation lowers the energy
    print(f"R = {R:.1f} angstrom: x = 2 zeta R = {2 * zeta_A * R:.1f}, q = {q:.4f}")
    print(f"  potential on filled channel U(1/2-n) = {U_eV * (0.5 - q):.3f} eV")
    print(f"  first-order shifts: filled {filled:.3f} eV, empty {empty:.3f} eV")
    print(f"  first-order splitting U q^2 = {U_eV * q**2:.3f} eV")
    print(f"  mean shift = energy penalty at f = 1: {penalty:.3f} eV")
    print(f"  self-consistent: filled {sc_filled:.3f} eV, empty {sc_empty:.3f} eV")
    print(f"  self-consistent: splitting {sc_empty - sc_filled:.3f} eV, n = {sc_n:.4f}")
    print(f"  self-consistent energy penalty = {sc_energy:.3f} eV")

# What first order leaves out must grow as the square of U
remainder = [self_consistent(u, 1, 0.8)[0] - shift_formula(u, 1, q08)
             for u in (0.5, 1.0)]
ratio = remainder[1] / remainder[0]
assert 3.7 < ratio < 4.3
print(f"Remainder ratio when U doubles (0.5 to 1 eV) = {ratio:.2f}")

# Sign reversal when less than half of the orbital is inside
R_half = brentq(lambda R: q_closed(R) - 0.5, 0.2, 1.5)
at_half = self_consistent(U_eV, 1, R_half)[0]
small_sphere = self_consistent(U_eV, 1, 0.5)[0]
assert abs(at_half) < 1e-6
assert small_sphere > 0
assert abs(small_sphere - shift_formula(U_eV, 1, q_closed(0.5))) < 0.08
print(f"Radius with q = 1/2: {R_half:.3f} angstrom")
print(f"R = 0.5 angstrom: q = {q_closed(0.5):.4f}")
print(f"  filled shift: first order {shift_formula(U_eV, 1, q_closed(0.5)):.3f} eV,"
      f" self-consistent {small_sphere:.3f} eV")

# Transfer of U from R = 1.2 to R = 0.8 angstrom
q12 = q_closed(1.2)
factor = (q12 / q08)**2
weak = 0.05                       # eV, small enough for first order to be sharp
filled12, empty12 = [self_consistent(weak, f, 1.2)[0] for f in (1, 0)]
filled08, empty08 = [self_consistent(weak * factor, f, 0.8)[0] for f in (1, 0)]
assert abs((empty08 - filled08) / (empty12 - filled12) - 1) < 2e-3
mean_change = 0.5 * (filled08 + empty08 - filled12 - empty12)
expected = 0.5 * weak * (factor * q08 * (1 - q08) - q12 * (1 - q12))
assert expected > 0.05 * weak
assert abs(mean_change / expected - 1) < 1e-2
U_new = U_eV * factor
full_filled, full_empty = [self_consistent(U_new, f, 0.8)[0] for f in (1, 0)]
print(f"U at 0.8 angstrom matching the splitting at 1.2 angstrom = {U_new:.3f} eV")
print(f"  first-order shifts: filled {shift_formula(U_new, 1, q08):.3f} eV,"
      f" empty {shift_formula(U_new, 0, q08):.3f} eV")
print(f"  first-order mean shift = {U_new * q08 * (1 - q08) / 2:.3f} eV")
print(f"  self-consistent: filled {full_filled:.3f} eV, empty {full_empty:.3f} eV")
print(f"  self-consistent splitting = {full_empty - full_filled:.3f} eV")

# Occupation divided by the reference inside fraction
print("Renormalized occupation, U = 5 eV, self-consistent:")
for R in radii_A:
    q = q_closed(R)
    for f in (0.0, 0.5, 1.0):
        weak_shift = self_consistent(weak, f, R, q)[0]
        assert abs(weak_shift - weak * (0.5 - f)) < 2e-3 * weak
    filled, n, _ = self_consistent(U_eV, 1, R, q)
    empty = self_consistent(U_eV, 0, R, q)[0]
    assert n > 1
    print(f"  R = {R:.1f} angstrom: filled {filled:.3f} eV, empty {empty:.3f} eV,"
          f" splitting {empty - filled:.3f} eV, n = {n:.4f}")

print("all good")
```

Output:

```
Orbital decay constant zeta = 5.5 1/angstrom
Mean orbital radius = 0.636 angstrom
U = 5.0 eV
Curvature of E_U in f at R = 0.8 angstrom = -2.998 eV
R = 0.8 angstrom: x = 2 zeta R = 8.8, q = 0.7744
  potential on filled channel U(1/2-n) = -1.372 eV
  first-order shifts: filled -1.062 eV, empty 1.936 eV
  first-order splitting U q^2 = 2.998 eV
  mean shift = energy penalty at f = 1: 0.437 eV
  self-consistent: filled -1.090 eV, empty 1.922 eV
  self-consistent: splitting 3.012 eV, n = 0.7804
  self-consistent energy penalty = 0.433 eV
R = 1.0 angstrom: x = 2 zeta R = 11.0, q = 0.9214
  potential on filled channel U(1/2-n) = -2.107 eV
  first-order shifts: filled -1.941 eV, empty 2.303 eV
  first-order splitting U q^2 = 4.245 eV
  mean shift = energy penalty at f = 1: 0.181 eV
  self-consistent: filled -1.963 eV, empty 2.298 eV
  self-consistent: splitting 4.260 eV, n = 0.9252
  self-consistent energy penalty = 0.177 eV
R = 1.2 angstrom: x = 2 zeta R = 13.2, q = 0.9770
  potential on filled channel U(1/2-n) = -2.385 eV
  first-order shifts: filled -2.330 eV, empty 2.442 eV
  first-order splitting U q^2 = 4.773 eV
  mean shift = energy penalty at f = 1: 0.056 eV
  self-consistent: filled -2.337 eV, empty 2.441 eV
  self-consistent: splitting 4.778 eV, n = 0.9782
  self-consistent energy penalty = 0.055 eV
Remainder ratio when U doubles (0.5 to 1 eV) = 4.00
Radius with q = 1/2: 0.606 angstrom
R = 0.5 angstrom: q = 0.3140
  filled shift: first order 0.292 eV, self-consistent 0.296 eV
U at 0.8 angstrom matching the splitting at 1.2 angstrom = 7.958 eV
  first-order shifts: filled -1.691 eV, empty 3.081 eV
  first-order mean shift = 0.695 eV
  self-consistent: filled -1.761 eV, empty 3.045 eV
  self-consistent splitting = 4.807 eV
Renormalized occupation, U = 5 eV, self-consistent:
  R = 0.8 angstrom: filled -2.614 eV, empty 2.476 eV, splitting 5.091 eV, n = 1.0181
  R = 1.0 angstrom: filled -2.533 eV, empty 2.493 eV, splitting 5.026 eV, n = 1.0052
  R = 1.2 angstrom: filled -2.508 eV, empty 2.498 eV, splitting 5.006 eV, n = 1.0013
all good
```
